# Does a nonlocal voltage prove edge, spin or valley transport?

## Question

I have a long conducting strip, 1 µm wide, with a sheet resistance of 5000 ohm. I send 100 nA straight across it, from a contact on the top edge to a contact directly opposite on the bottom edge. At a distance of 2 µm along the strip there is a second pair of opposite contacts, connected to a voltmeter. Suppose it reads about 1.2 µV.

My reasoning is this. The strip is open at both ends, so no net current flows along it. The voltmeter draws no current either. With nothing flowing past the second pair, Ohm's law should give zero there. Something else must carry the signal: edge channels, or a spin or valley current that turns back into a voltage. The signal also changes in a magnetic field, which seems to support this.

Is the conclusion sound? If not, what would I have to measure to make it sound?

## Answer

The conclusion does not follow. The step that fails is the one from "no net current" to "no current". Current injected at the top edge spreads sideways before it reaches the bottom edge. Some of it runs outward in the upper half of the strip, crosses over, and returns in the lower half. The net flow through a cross-section is zero, but the local current density is not, and it produces a voltage across the strip. The size of this voltage can be calculated and compared with your reading.

### The Ohmic voltage

Let $x$ run along the strip and $y$ across it, from $y=0$ at the bottom edge to $y=W$ at the top. The current $I$ enters at $(0,W)$ and leaves at $(0,0)$. The voltage $V$ is the top potential minus the bottom potential at $x=L$, and $R=V/I$. I assume a uniform sheet resistance $\rho$, contacts much smaller than $W$ and $L$, a strip long in both directions, and local Ohmic conduction. The last condition requires a mean free path much shorter than $W$.

The sheet current density is $\mathbf J=-\nabla\phi/\rho$. Its divergence vanishes except at the source and the drain, so

$$-\nabla^2\phi=\rho I\,\delta(x)\,[\delta(y-W)-\delta(y)].$$

The contacts are placed just inside the edges, so each delta function counts fully. No current crosses the edges themselves, which means $\partial\phi/\partial y=0$ there. Cosines satisfy this condition:

$$\phi(x,y)=\sum_{n=0}^{\infty}c_n(x)\cos\frac{n\pi y}{W}.$$

To isolate one coefficient with $n\ge1$, multiply the equation by $\cos(n\pi y/W)$ and integrate over $y$. The integral of the squared cosine is $W/2$. On the right, the cosine equals $(-1)^n$ at the top and 1 at the bottom. Hence

$$-\frac W2\left[c_n''-\left(\frac{n\pi}{W}\right)^2c_n\right]=\rho I\,[(-1)^n-1]\,\delta(x).$$

For even $n$ the right side is zero, and the solution that stays bounded is $c_n=0$. The $n=0$ term obeys $c_0''=0$. A slope in $c_0$ would be a net current along the open strip, so $c_0$ is a constant, which drops out of $V$. For odd $n$ the bracket on the right is $-2$, and

$$c_n''-\left(\frac{n\pi}{W}\right)^2c_n=\frac{4\rho I}{W}\,\delta(x).$$

Away from $x=0$ the decaying solution is $c_n=a_n e^{-n\pi|x|/W}$. Integrating the equation across $x=0$ shows that $c_n'$ jumps by $4\rho I/W$. The jump of the solution is $-2(n\pi/W)a_n$, so

$$a_n=-\frac{2\rho I}{n\pi}.$$

The voltage at $x=L$ follows by subtracting the edge values. For odd $n$ the cosine changes from $1$ at the bottom to $-1$ at the top, a difference of $-2$:

$$V=\sum_{n\ \rm odd}(-2)\,a_n e^{-n\pi L/W}=\frac{4\rho I}{\pi}\sum_{n\ \rm odd}\frac{q^n}{n},\qquad q=e^{-\pi L/W}.$$

The derivative of the last sum with respect to $q$ is $1+q^2+q^4+\dots=1/(1-q^2)$, which is also the derivative of $\operatorname{artanh}q$. Both functions vanish at $q=0$, so they are equal, and

$$R=\frac{4\rho}{\pi}\operatorname{artanh}\!\left(e^{-\pi L/W}\right).$$

When $q$ is small, $\operatorname{artanh}q\approx q$, and this becomes

$$R\approx\frac{4\rho}{\pi}\,e^{-\pi L/W}.$$

The next term of the series is smaller by the factor $q^2/3$. The simple exponential is therefore already good at modest distances: it is 7% below the full formula at $L=W/4$, 1.5% below at $L=W/2$, and 0.06% below at $L=W$.

In the opposite limit, $L\ll W$, write $\operatorname{artanh}q=\tfrac12\ln[(1+q)/(1-q)]$ and use $1+q\approx2$ and $1-q\approx\pi L/W$. Then

$$R\approx\frac{2\rho}{\pi}\ln\frac{2W}{\pi L}.$$

The logarithm grows without limit as $L\to0$ because the contacts were taken as points. Once $L$ is comparable with the contact size, the voltage depends on the contacts themselves, and the point-contact formula is no longer reliable.

### Your numbers

Micrometres and ohms are the natural units here. At $L=2$ µm,

$$R=\frac{4\times5000}{\pi}\,e^{-2\pi}\ \text{ohm}=11.9\ \text{ohm},$$

and 100 nA times 11.9 ohm is 1.19 µV. Plain Ohmic spreading accounts for your reading.

The current responsible is small. Keep the $n=1$ term of $\phi$ and differentiate it. For $x>0$,

$$J_x=-\frac{2I}{W}\cos\frac{\pi y}{W}\,e^{-\pi x/W},\qquad J_y=-\frac{2I}{W}\sin\frac{\pi y}{W}\,e^{-\pi x/W}.$$

In the upper half the cosine is negative and $J_x$ points away from the source. In the lower half it points back. Integrating $J_x$ from $W/2$ to $W$ gives an outward current of $(2I/\pi)e^{-\pi x/W}$, which is half of $V/\rho$ at the same place. At 2 µm this is $1.19\ \mu\text V/(2\times5000\ \text{ohm})\approx0.12$ nA, about 0.1% of the injected current. An equal current returns below, so the net flow is zero while the voltage is not.

A two-dimensional finite-element solution of current conservation agrees with the artanh formula to within 0.7% for distances from $W/4$ to $3W$.

The position of the strip's ends also matters. Suppose the strip stops at an insulating end a distance $d$ beyond the voltage contacts. At zero magnetic field, a mirror image of the current contacts, placed at $x=2(L+d)$, cancels the flow through that end. The image lies at distance $L+2d$ from the voltage pair, so the measured resistance is $R(L)+R(L+2d)$. If the strip stops right at the voltage pair, $d=0$ and the Ohmic signal doubles. For $L\gtrsim W$ the relative correction is $e^{-2\pi d/W}$, which is negligible once $d$ exceeds $W$. An insulating end at a distance $d$ behind the current contacts has the same effect, because its image at $x=-2d$ also lies at distance $L+2d$ from the voltage pair.

### Why the magnetic field does not settle it

In a perpendicular field the resistivity has a Hall part:

$$\mathbf E=\rho_{xx}\mathbf J+\rho_{xy}\,\hat{\mathbf z}\times\mathbf J,\qquad \hat{\mathbf z}\times\mathbf J=(-J_y,J_x).$$

The sign of $\rho_{xy}$ depends on convention and will not matter. A steady electric field has no curl. The $z$ component of the curl of $\hat{\mathbf z}\times\mathbf J$ is $\partial_xJ_x+\partial_yJ_y=\nabla\cdot\mathbf J$, which vanishes inside the strip because the contacts sit on its edges. With uniform coefficients, $\mathbf J$ itself must then be free of curl.

So $\mathbf J$ has no curl, no divergence, and a prescribed flow through the edges. These are the conditions it obeyed without the field. The difference between two such patterns would be the gradient of a harmonic function, with no flow through the edges and no net current at the ends, and that gradient is zero. The current pattern is unchanged.

The voltage is minus the integral of $E_y$ from bottom to top:

$$V=-\rho_{xx}\int_0^W J_y\,dy-\rho_{xy}\int_0^W J_x\,dy.$$

The last integral is the net current through the cross-section, which is zero. The first term is the old result with $\rho$ replaced by $\rho_{xx}$. If $\rho_{xx}$ rises tenfold in the field, so does the Ohmic nonlocal signal. This strict proportionality relies on contacts much smaller than $W$: a wide metal contact fixes the potential rather than the flow through the edge, and the current pattern near it can then change with the field.

This was tested numerically for $\sigma_{xy}=\sigma_{xx}$, where $\rho_{xx}$ is half of $1/\sigma_{xx}$. The computed voltage follows the formula with $\rho_{xx}$ to within 0.5%. Using $1/\sigma_{xx}$ instead would be wrong by a factor of two. A comparison with theory must therefore use the longitudinal resistivity measured at the same field.

### What a spin signal would look like

To see what could tell the mechanisms apart, consider a spin Hall signal in a simple diffusion model. The two spin species $\pm$ have potentials $\phi_\pm$ and opposite Hall responses:

$$\mathbf J_\pm=\frac{1}{2\rho}\left(\mathbf E_\pm\pm\theta\,\hat{\mathbf z}\times\mathbf E_\pm\right),\qquad \mathbf E_\pm=-\nabla\phi_\pm.$$

Here $\theta\ll1$ is the spin Hall angle. Define $\mathbf E=(\mathbf E_++\mathbf E_-)/2$ and $\mu=(\phi_+-\phi_-)/2$. Adding the two currents gives the charge current $\mathbf J$, and subtracting them gives the spin current $\mathbf J^s$. The components needed are

$$J_y=\frac1\rho\left(E_y-\theta\,\partial_x\mu\right),\qquad J^s_x=\frac1\rho\left(-\partial_x\mu-\theta E_y\right).$$

Spin relaxes over a diffusion length $\ell$, which is expressed by $\nabla\cdot\mathbf J^s=-\mu/(\rho\ell^2)$. Take $\ell\gg W$. More than about a width away from the current contacts, $\mu$ is then nearly uniform across the strip. Closer to them it is not, and there $\mu$ and $J^s_x$ stand for averages over the width.

**Generation.** To lowest order in $\theta$, $E_y=\rho J_y$ in the injection region, and the Hall term in $J^s_x$ is $-\theta J_y$. The whole current $I$ flows downward through every line of constant $y$, so $\int J_y\,dx=-I$. This flow is concentrated within about $W$ of $x=0$. On the longer scale $\ell$, its width average acts as $-I\delta(x)$, and

$$J^s_x=-\frac{\mu'}{\rho}+\theta I\,\delta(x).$$

Inserting this into the relaxation equation and multiplying by $-\rho$ gives

$$\mu''-\frac{\mu}{\ell^2}=\theta\rho I\,\delta'(x).$$

Try $\mu=C\,\mathrm{sgn}(x)\,e^{-|x|/\ell}$. Its first derivative is $2C\delta(x)-(C/\ell)e^{-|x|/\ell}$, and its second is $2C\delta'(x)+\mu/\ell^2$. Hence $C=\theta\rho I/2$.

**Detection.** Leave aside the Ohmic spreading current, which adds its own voltage. For $\ell\gg W$ and a voltage pair well outside the injection region, the transverse current that remains there is negligible, and $J_y=0$ requires $E_y=\theta\mu'=-(\theta C/\ell)e^{-L/\ell}$. The voltage is $-WE_y$, so

$$R_s=\frac{\theta^2\rho W}{2\ell}\,e^{-L/\ell}.$$

One factor of $\theta$ comes from generation and one from detection. The sign of $R_s$ is therefore the same for either sign of $\theta$, and it is also the sign of the Ohmic signal. Polarity does not separate the two. Close to the current contacts a second effect of order $\theta^2$ competes with $R_s$. Over distances short compared with $\ell$ each species acts as a separate Hall conductor, and its $\rho_{xx}$ is reduced by the factor $1/(1+\theta^2)$. The Ohmic part $R$ is thus lowered by about $\theta^2R$, and $R_s$ describes the whole spin-induced change only where $\theta^2R\ll R_s$.

If the species are valleys instead of spins, and obey the same equations, the result has the same form. An excess that fits this law does not by itself say which label is being transported.

The numerical solution with both species tests the condition $\ell\gg W$. At $L=3W$ and $4W$, the computed spin part is 19% larger than the formula for $\ell=W$ and 4% larger for $\ell=2W$. The law improves as the strip becomes narrow compared with $\ell$, provided $L/W$ is large enough that $\theta^2R$ stays small beside $R_s$.

### Fitting an exponential can mislead

Both signals decay exponentially, so a good exponential fit proves little. Suppose purely Ohmic data are read with the spin formula. Matching the decay gives

$$\frac1\ell=\frac\pi W\quad\Rightarrow\quad \ell=\frac W\pi.$$

Matching the prefactors then gives

$$\frac{\theta^2W}{2\ell}=\frac4\pi\quad\Rightarrow\quad\theta^2=\frac{8\ell}{\pi W}=\frac{8}{\pi^2},\qquad\theta=\frac{2\sqrt2}{\pi}\approx0.90.$$

The sheet resistance has cancelled, so every uniform Ohmic strip, measured at distances of about $W$ or more, yields this same large "spin Hall angle". A fit to the finite-element data for a strip without any spin Hall effect, between $1.5W$ and $3W$, returns $\ell=0.318W$ and $\theta=0.90$.

The fit carries its own warnings. The fitted $\ell$ is shorter than $W$ and the fitted $\theta$ is not small, so both assumptions behind the spin formula are violated. In addition, the supposed material length $\ell$ changes in proportion to the width of the strip.

### Where a spin signal could win

Setting the leading Ohmic term equal to $R_s$ and collecting the exponentials gives

$$e^{L(\pi/W-1/\ell)}=\frac{8\ell}{\pi\theta^2W},\qquad L^*=\frac{\ln[8\ell/(\pi\theta^2W)]}{\pi/W-1/\ell}.$$

For $\ell>W/\pi$ the spin signal decays more slowly and dominates at large distances. The formula for $L^*$ inherits the condition $\ell\gg W$ from the spin law, and it should not be used when $\ell$ is close to $W/\pi$. The sheet resistance cancels again.

Take model values $\theta=0.05$ and $\ell=2$ µm in your strip. The logarithm is $\ln2037=7.62$, the denominator is $3.14-0.50=2.64$ per µm, and $L^*=2.9$ µm. The 4% error of the spin law at this width shifts the crossing by only about 0.01 µm. The two formulas give the values below. The spin value at 1 µm is too high, because the spin law requires a voltage pair well outside the injection region: the reduction $\theta^2R\approx0.7$ ohm leaves a net spin-induced change of about 1.2 ohm there.

- at 1 µm, 275 ohm Ohmic and 1.9 ohm spin;
- at 2 µm, 11.9 ohm Ohmic and 1.2 ohm spin;
- at 3 µm, 0.51 ohm Ohmic and 0.70 ohm spin;
- at 4 µm, 0.022 ohm Ohmic and 0.42 ohm spin.

At your distance such a spin signal would be a tenth of the Ohmic one. To find it there, you would need to predict the Ohmic part to much better than 10%. That is demanding for the geometry: at $L=2W$ the exponential multiplies a relative error in $L/W$ by $2\pi$, so an error of 1.6% in $L/W$ already changes the Ohmic part by 10%. At 4 µm the spin signal would exceed the Ohmic part by a factor of about 20.

Width is an even sharper control. Halve $W$ to 0.5 µm at $L=3$ µm, keeping $\rho$, $\theta$ and $\ell$ fixed. The Ohmic resistance falls from 0.51 ohm to $4\times10^{-5}$ ohm, because $L/W$ has doubled from 3 to 6. The spin resistance falls only by half, from 0.70 to 0.35 ohm.

### Edge transport need not give a signal

The converse inference, that edge transport must show up as a nonlocal voltage, also fails. Replace the conducting bulk by ideal edge channels without backscattering. Number the contacts around the boundary: 1 is the top current contact, 2 the top voltage contact, 3 the bottom voltage contact and 4 the bottom current contact. Each contact emits at its own potential and absorbs what arrives.

For one helical pair, with one channel in each direction, the current leaving contact $i$ is

$$I_i=\frac{e^2}{h}\left(2V_i-V_{i-1}-V_{i+1}\right),$$

with the numbering taken cyclically. Set $V_4=0$. The voltage contacts draw no current, so $2V_3=V_2$ and $2V_2=V_1+V_3$. These give $V_2=2V_3$ and $V_1=3V_3$. The injected current is $I=(e^2/h)(2V_1-V_2)=4(e^2/h)V_3$, and the measured voltage is $V_2-V_3=V_3$. Therefore

$$R=\frac{h}{4e^2}\approx6453\ \text{ohm},$$

whatever the distance $L$.

For one chiral channel running $1\to2\to3\to4\to1$, each contact receives current only from the one before it. A voltage contact then takes the potential of its predecessor: $V_2=V_1$ and $V_3=V_2$. The nonlocal voltage is zero. In the reverse direction $V_3=V_4$ and $V_2=V_3$, and it is zero again. All the current flows along the edge, yet this voltmeter shows nothing. The bulk formula agrees in its own way, since an ideal quantum Hall plateau has $\rho_{xx}=0$.

### What to measure

1. Measure $\rho_{xx}$ locally under the same conditions of field, temperature and gate voltage. Calculate the Ohmic signal for your geometry and compare absolute sizes. If the contacts are wide or the sheet is not uniform, solve the conduction problem for the actual shape.
2. Vary $L$. Once $L$ exceeds about $W/2$, Ohmic spreading falls by a factor of about $e^{\pi}\approx23$ for each additional width. Ideal helical edges give no decay. Diffusing spins with $\ell>W/\pi$ give a contribution whose decay length approaches $\ell$ at large $L$.
3. Repeat the variation of $L$ on strips of different $W$. A decay length that follows $W/\pi$ points to Ohmic spreading; one that stays fixed as $W$ changes does not.

A signal well above the calculated Ohmic value shows that the uniform Ohmic model is incomplete. Naming the cause still takes a measurement that responds to that cause specifically. Your 1.2 µV does not reach the first stage, because it equals the Ohmic value.

## Calculated quantities

```
INPUT
strip width W = 1.0 um
sheet resistance rho = 5000 ohm
current I = 100 nA
spin Hall angle theta = 0.05
spin diffusion length ell = 2.0 um
FINITE-ELEMENT TESTS (W = 1, ratios without unit)
L/W = 0.25: numerical R / artanh formula = 0.9987
L/W = 0.50: numerical R / artanh formula = 0.9991
L/W = 1.00: numerical R / artanh formula = 0.9982
L/W = 1.50: numerical R / artanh formula = 0.9970
L/W = 2.00: numerical R / artanh formula = 0.9958
L/W = 2.50: numerical R / artanh formula = 0.9945
L/W = 3.00: numerical R / artanh formula = 0.9932
Hall test: sigma_xy/sigma_xx = 1.0
Hall test: rho_xx * sigma_xx = 0.50
L/W = 1: numerical R / rho_xx formula = 0.9974
L/W = 2: numerical R / rho_xx formula = 0.9950
ell/W = 1: numerical spin part / narrow-strip law = 1.186 (L=3W), 1.194 (L=4W)
ell/W = 2: numerical spin part / narrow-strip law = 1.038 (L=3W), 1.039 (L=4W)
OHMIC DATA MISREAD AS SPIN TRANSPORT
fitted ell/W = 0.3181; 1/pi = 0.3183
fitted theta = 0.9003; 2 sqrt(2)/pi = 0.9003
LEADING TERM / FULL OHMIC FORMULA
L/W = 0.25: 0.92638
L/W = 0.50: 0.98543
L/W = 1.00: 0.99938
WORKED EXAMPLE
L = 1 um: Ohmic R = 275.3 ohm, spin R = 1.895 ohm
L = 2 um: Ohmic R = 11.89 ohm, spin R = 1.15 ohm
L = 3 um: Ohmic R = 0.5137 ohm, spin R = 0.6973 ohm
L = 4 um: Ohmic R = 0.0222 ohm, spin R = 0.4229 ohm
L = 5 um: Ohmic R = 0.0009594 ohm, spin R = 0.2565 ohm
Ohmic voltage at L = 2 um: 1.189 uV
equal signals, root finding: L = 2.884 um
equal signals, formula: L = 2.884 um
W = 0.5 um, L = 3 um: Ohmic R = 4.15e-05 ohm
W = 0.5 um, L = 3 um: spin R = 0.3486 ohm
IDEAL EDGE CHANNELS
helical pair: R = 0.2500 h/e^2 = 6453.2 ohm
chiral channel: |R| = 0.0000 h/e^2
chiral channel, reversed: |R| = 0.0000 h/e^2
```
